# Composition-Independent Lower Spectral Edge of a Random Binary Tight-Binding Alloy

## Definitions and conventions

Consider an infinite three-dimensional lattice with one orbital $|i\rangle$ per site. Each site is occupied independently of all others, by species A with probability $c$ and by species B with probability $1-c$. The site energies are $E_A$ and $E_B=E_A+\Delta$, with $\Delta>0$. The hopping operator $T$ is self-adjoint, has finite range, is invariant under lattice translations and does not depend on the occupation. Energies are measured from the lower edge of the pure A crystal, $E_A+\inf\operatorname{spec}T$. With

$$K=T-\inf\operatorname{spec}T\ge 0,\qquad P_B=\sum_{i\in B}|i\rangle\langle i|,$$

the Hamiltonian is

$$H=K+\Delta P_B. \tag{1}$$

The result is that, with probability one,

$$\inf\operatorname{spec}H=\begin{cases}0, & 0<c\le1,\\ \Delta, & c=0.\end{cases} \tag{2}$$

The edge is therefore constant up to and including the end point of the lower species, and jumps at the other end point. Equation (2) concerns the exact spectrum of the infinite alloy. It does not say where a finite sample has an appreciable density of states.

The explicit case is nearest-neighbour hopping $-t$, $t>0$, with $z$ neighbours at distance $d$. For any square-summable $\phi$,

$$\begin{aligned}t\sum_{\langle ij\rangle}|\phi_i-\phi_j|^2&=t\sum_{\langle ij\rangle}\left(|\phi_i|^2+|\phi_j|^2\right)-t\sum_{\langle ij\rangle}\left(\phi_i^*\phi_j+\phi_j^*\phi_i\right)\\&=\langle\phi|(zt+T)|\phi\rangle,\end{aligned} \tag{3}$$

because each site belongs to $z$ bonds. The left side is non-negative, so $\inf\operatorname{spec}T\ge-zt$. The trial state below shows that equality holds, so that $K=T+zt$.

## First derivation: trial states in pure regions

**Lower bound.** Both terms in (1) are non-negative operators. Hence $H\ge0$ for every arrangement of the atoms, and no spectrum lies below zero.

**Upper bound.** Take a ball of radius $R$, centred on a site, in which every site is A. Let $N_R$ be the number of sites in it, and choose

$$\phi_i=\max(0,\,1-r_i/R),$$

where $r_i$ is the distance from the centre. Since $\phi$ vanishes on every B site, $\langle\phi|H|\phi\rangle=\langle\phi|K|\phi\rangle$, whatever surrounds the ball.

Neighbouring sites have distances $r$ that differ by at most $d$, so $|\phi_i-\phi_j|\le d/R$. A bond contributes to (3) only if at least one end lies in the ball, and there are at most $zN_R$ such bonds. The energy is thus at most $tzN_Rd^2/R^2$. Within $R/2$ of the centre $\phi_i\ge1/2$, so the squared norm is at least $N_{R/2}/4$. Dividing,

$$\frac{\langle\phi|H|\phi\rangle}{\langle\phi|\phi\rangle}\le 4zt\left(\frac dR\right)^2\frac{N_R}{N_{R/2}}. \tag{4}$$

The ratio of site numbers tends to $2^3=8$, so the bound vanishes as $R^{-2}$. This also proves $\inf\operatorname{spec}T=-zt$.

For a general $T$, multiply a Bloch state $\psi$ at the bottom of the band, $K\psi=0$, by the same cutoff, now called $\chi$. Then

$$(K\chi\psi)_i=\sum_jK_{ij}(\chi_j-\chi_i)\psi_j,$$

because the subtracted term $\chi_i(K\psi)_i$ is zero. Finite range makes each difference of order $1/R$. The modulus of $\psi$ is periodic, so the norms of $\chi\psi$ and of $K\chi\psi$ both grow as $R^{3/2}$ apart from this factor. The energy is at most $\|K\chi\psi\|/\|\chi\psi\|=O(1/R)$, which again vanishes.

**Existence of the pure regions.** A given ball is pure with probability $c^{N_R}$, which is positive for $c>0$. Among $M$ disjoint balls, none is pure with probability

$$\left(1-c^{N_R}\right)^M\longrightarrow0\qquad(M\to\infty). \tag{5}$$

An infinite lattice contains infinitely many disjoint balls, so a pure one occurs with probability one. The argument can be repeated after any finite number of balls has been discarded, so infinitely many occur. It holds for each integer $R$, and a countable set of events of probability one has a joint probability of one. Pure A balls of every size are then present, the energy in (4) can be made as small as desired, and (2) follows for $c>0$. For $c=0$, $H=K+\Delta$ and the edge is $\Delta$.

The edge is not an isolated level of finite multiplicity. Choose infinitely many pure balls separated by more than the hopping range, with trial energies below $\delta$. $H$ does not connect their trial states, so every combination of them also has energy below $\delta$. If the spectral subspace below $\delta$ had finite dimension, some combination would be orthogonal to it and would have energy at least $\delta$, a contradiction. This holds for each $\delta>0$.

Applied to $-H$, the argument places the upper edge, on the original energy scale, at $E_B+\sup\operatorname{spec}T$ for all $c<1$.

## Second derivation: the averaged return amplitude

This derivation uses no trial state in a particular sample. It takes the nearest-neighbour hopping $-t$ and a lattice whose sites are all equivalent by symmetry. Diamond qualifies, since inversion about a bond centre exchanges its two sublattices. Define

$$\bar P(\beta)=\overline{\langle i|e^{-\beta H}|i\rangle}=\int e^{-\beta E}\,d\nu(E), \tag{6}$$

where the bar is the average over occupations, $\beta>0$ is a parameter with the dimension of inverse energy, and $\nu$ is the averaged local density of states, of total weight one. Let $e_0$ be its lower edge. For any $\delta>0$,

$$\nu([e_0,e_0+\delta])\,e^{-\beta(e_0+\delta)}\le\bar P(\beta)\le e^{-\beta e_0}.$$

Taking $-\beta^{-1}\ln$ and letting $\beta\to\infty$, then $\delta\to0$, gives

$$e_0=-\lim_{\beta\to\infty}\frac1\beta\ln\bar P(\beta). \tag{7}$$

**Sum over paths.** Divide $\beta$ into $m$ steps $\epsilon=\beta/m$ and use $e^{-\beta H}=\lim_{m\to\infty}(e^{-\epsilon K}e^{-\epsilon\Delta P_B})^m$. The off-diagonal elements of $K$ are $-t$ or zero, so

$$W=e^{-\epsilon K}=e^{-\epsilon zt}e^{-\epsilon T}$$

has non-negative elements: $-T$ has none that are negative, and neither have its powers. A closed path $i_0=i,i_1,\dots,i_m=i$ carries the weight $\prod_sW_{i_{s-1}i_s}\ge0$, times $e^{-\epsilon\Delta}$ for each visit to a B site. If site $j$ is visited $n_j$ times, independence of the sites turns the average into

$$\prod_{j:\,n_j>0}\left[c+(1-c)e^{-\epsilon\Delta n_j}\right]. \tag{8}$$

Each factor lies between $c$ and $1$. The average and the limit may be exchanged, since all the amplitudes are bounded by one.

**Upper bound on $\bar P$.** Replacing every factor by 1 gives $\bar P(\beta)\le\langle i|e^{-\beta K}|i\rangle\le1$, so $e_0\ge0$.

**Lower bound on $\bar P$.** Keep the paths that stay inside a ball of $N_R$ sites. All weights are non-negative, so omitting the others can only lower the sum. At most $N_R$ sites are visited, and (8) is at least $c^{N_R}$. With $\Pi$ the projector on the ball and $K_R=\Pi K\Pi$, one step of the restricted sum is

$$\Pi W\Pi=\Pi-\epsilon K_R+O(\epsilon^2),$$

and its $m$-th power tends to $e^{-\beta K_R}$ on the ball. Thus $\bar P(\beta)\ge c^{N_R}\langle i|e^{-\beta K_R}|i\rangle$ for each starting site $i$ in the ball. Summing over these sites, whose $\bar P$ are equal, gives

$$N_R\bar P(\beta)\ge c^{N_R}\operatorname{Tr}e^{-\beta K_R}\ge c^{N_R}e^{-\beta E_R}, \tag{9}$$

where $E_R$ is the lowest eigenvalue of $K_R$, the energy of a pure ball with hard walls. Hence

$$0\le-\frac1\beta\ln\bar P(\beta)\le E_R+\frac{N_R|\ln c|+\ln N_R}{\beta}. \tag{10}$$

Let $\beta\to\infty$ at fixed $R$. The composition disappears, and (7) gives $0\le e_0\le E_R$. Since $E_R$ is at most the right side of (4), $R\to\infty$ gives $e_0=0$.

**From the average to one sample.** As $\nu$ has no weight below zero, each non-negative quantity $\langle i|\Theta(-H)|i\rangle$, with $\Theta(-H)$ the projector on negative energies, has zero average. It is then zero with probability one for all $i$ together, and a projector with zero diagonal vanishes.

In the other direction, let $S$ be the event that $H$ has spectrum below $\delta>0$. Since $\nu$ has weight there, $S$ has positive probability. $S$ is unchanged by a translation of the lattice, and can be approximated as closely as desired by an event $F$ that depends on finitely many sites. A distant translate $F'$ is independent of $F$ and approximates the same $S$. So $\Pr(S)\approx\Pr(F\cap F')=\Pr(F)^2\approx\Pr(S)^2$, with errors that can be made arbitrarily small. The probability is 0 or 1, hence 1, which is (2).

**The price of approaching the edge.** For large $R$, $E_R\approx\pi^2D/R^2$ with $D$ the band curvature derived below, and $N_R\approx4\pi nR^3/3$ with $n$ the site density. Apart from $\ln N_R$, (9) bounds $-\ln\bar P$ from above by

$$\frac{4\pi n|\ln c|}{3}R^3+\frac{\pi^2D\beta}{R^2}.$$

Setting the derivative $4\pi n|\ln c|R^2-2\pi^2D\beta/R^3$ to zero gives $R^5=\pi D\beta/(2n|\ln c|)$. The bound then grows as $\beta^{3/5}$, more slowly than $\beta$. Composition enters its coefficient, but not the limit (7).

## What each derivation assumes

The first derivation allows any sign and phase of the hopping, because its lower bound is an operator inequality. It works directly in one typical sample and shows that the edge belongs to the part of the spectrum with infinitely many states. The second needs non-negative path weights and equivalent sites. On a two-sublattice lattice, hopping $+t$ can be brought to this form by reversing the sign of the orbitals on one sublattice. In return, the second derivation treats the averaged density of states and supplies (10), which separates the energy of a rare region from the logarithm of its probability.

Both need an infinite alloy and a positive probability for every pure ball. Full independence is more than is needed. Spatial correlations that leave these probabilities positive, and distant regions asymptotically independent, preserve the result. A rule that forbids large A clusters removes the upper bound.

The order of limits matters: the system becomes infinite first, at fixed $c>0$. If $c\to0$ first in a finite sample, the last A atom disappears and the edge is that of pure B.

## When hopping depends on the species

Let $t_{ij}\ge0$ depend on the two atoms, and keep the zero of energy at $E_A-zt_{AA}$. The algebra of (3) now gives

$$\langle\phi|H|\phi\rangle=\sum_{\langle ij\rangle}t_{ij}|\phi_i-\phi_j|^2+\sum_i\Big[\Delta_i+\sum_{j}(t_{AA}-t_{ij})\Big]|\phi_i|^2,$$

where $\Delta_i$ is 0 or $\Delta$ and $j$ runs over the neighbours of $i$. If no hopping exceeds $t_{AA}$, every term is non-negative, and the edge stays at zero.

Strong A–B hopping can place an ordered pattern lower. With A and B on the two sublattices, the uniform state of each sublattice gives the matrix

$$\begin{pmatrix}zt_{AA}&-zt_{AB}\\-zt_{AB}&zt_{AA}+\Delta\end{pmatrix},$$

whose lower eigenvalue is $zt_{AA}+\Delta/2-\sqrt{(\Delta/2)^2+(zt_{AB})^2}$. For $z=4$, $t_{AA}=1.7$ eV, $\Delta=2$ eV and $t_{AB}=2.2$ eV this is $-1.06$ eV. The alloy edge is then at or below this value. It is still independent of $c$ for $0<c<1$: a trial state of finite extent sees a finite pattern, and every finite pattern occurs somewhere with probability one. It is no longer the edge of pure A.

## Example: the s-like valence-band bottom of Ge–Sn

Take the diamond lattice with Ge as A and Sn as B. Rough typical parameters are $t=1.7$ eV, $\Delta=2$ eV and a Ge bond of $d=0.25$ nm. The site density is $n=3\sqrt3/(8d^3)=4.16\times10^{22}$ cm$^{-3}$.

**Curvature.** With bond vectors $\mathbf d_j$ and $f=\sum_je^{i\mathbf k\cdot\mathbf d_j}$, the lower band is $4t-t|f|$. For small $k$,

$$|f|^2\approx16-\frac12\sum_{jl}[\mathbf k\cdot(\mathbf d_j-\mathbf d_l)]^2=16-4\sum_j(\mathbf k\cdot\mathbf d_j)^2=16-\frac{16}{3}d^2k^2,$$

because $\sum_j\mathbf d_j=0$ and, by cubic symmetry, $\sum_j(\mathbf k\cdot\mathbf d_j)^2=4d^2k^2/3$. The square root is $|f|\approx4-2d^2k^2/3$, so the energy is $Dk^2$ with

$$D=\tfrac23td^2=\tfrac23(1.7)(0.25)^2=0.0708\ \text{eV nm}^2.$$

In a hard-wall sphere the lowest envelope $\sin(\pi r/R)/r$ has $k=\pi/R$ and energy $\pi^2D/R^2$. At $R=2$ nm this gives 0.175 eV, against 0.162 eV from diagonalization of the 1371-atom ball. At 4 nm the values are 0.0437 and 0.0421 eV. The difference falls from 8% to 4% of the continuum value.

**Rarity.** At $c=0.9$ the expected number of pure 2 nm balls per cm$^3$ has the decimal logarithm

$$\log_{10}(4.16\times10^{22})+1371\log_{10}0.9\approx22.6-62.7\approx-40.$$

At $c=0.5$ it is $-390$. Yet such a ball, placed by hand in an 8000-atom periodic cell with $c=0.1$, lowers the lowest level from 1.648 to 0.142 eV. This is below the hard-wall value, as it must be, since the hard-wall state remains an admissible trial state.

**What a finite cell shows.** A uniform state in a periodic cell has energy $(1-c)\Delta$, an upper bound on the lowest level. The coherent-potential approximation replaces the atoms by a medium of self-energy $\Sigma$ and requires zero average scattering from one site. With $w=E-\Sigma$ and $g(w)=\langle i|(w-K)^{-1}|i\rangle$, repeated scattering from a site energy $v$ relative to the medium sums to $v+vgv+\dots=v/(1-vg)$, so

$$-\frac{c\Sigma}{1+\Sigma g}+\frac{(1-c)(\Delta-\Sigma)}{1-(\Delta-\Sigma)g}=0.$$

Multiplying by both denominators gives

$$-c\Sigma+(1-c)(\Delta-\Sigma)+[c+(1-c)]\,g\Sigma(\Delta-\Sigma)=0,$$

that is, $g\Sigma^2+(1-g\Delta)\Sigma-(1-c)\Delta=0$. The root that tends to $(1-c)\Delta$ for weak scattering, $g\to0$, is used. Below the approximate band $w$ is real and negative. The edge is the maximum of $E=w+\Sigma(g(w))$, where two real solutions merge and become complex.

Energies in eV, with the cell values averaged over three random arrangements of 8000 atoms at exactly the stated composition:

| $c$ | $(1-c)\Delta$ | coherent edge | cell |
|---|---:|---:|---:|
| 0.9 | 0.20 | 0.134 | 0.136 |
| 0.5 | 1.00 | 0.754 | 0.763 |
| 0.1 | 1.80 | 1.65 | 1.64 |

The last digits of the cell values are not converged. At $c=0.5$ and $0.1$ single arrangements differ by a few hundredths of an eV, and cells of 65536 atoms have lowest levels lower on average by about 0.01 eV at $c=0.5$ and by a few hundredths of an eV at $c=0.1$, where single cells scatter between about 1.55 and 1.65 eV, since a larger cell contains rarer regions.

These edges move by about 1.5 eV while the exact edge stays at zero. There is no contradiction: the cells contain none of the large pure regions needed to approach it, and the coherent medium, built from scattering at single sites, leaves such regions out.

In 1 cm$^3$ the largest pure ball expected about once has $\ln(4.16\times10^{22})/|\ln c|$ atoms: 494, 75 and 22 for the three compositions. Planted in one of the cells, these balls lower its level from 0.136 to 0.117 eV, from 0.767 to 0.566 eV, and from 1.647 to 1.206 eV. These values belong to one arrangement of the surrounding atoms; others, together with other fillings of the outer shell, shift them by up to about 0.01, 0.04 and 0.07 eV for the three compositions. The outermost shell of each ball is incomplete, because the atom number is fixed by the estimate. Such balls are one family of rare regions. Somewhat larger balls that keep a few B atoms are equally probable and lie lower: 1200 sites with 32 B atoms, 160 with 21 and 30 with 4 give about 0.10, 0.54 and 1.14 eV. The pure-ball values are therefore not the lowest levels of a cubic centimetre.

**A chain, where the approach is visible.** In one dimension a pure run of $\ell$ sites has the hard-wall state $\sin[\pi j/(\ell+1)]$, with energy $2t\{1-\cos[\pi/(\ell+1)]\}$. At $c=0.5$, random chains of 300, 9000 and 300000 sites have longest runs of 7, 11 and 18 sites and lowest levels of 0.199, 0.095 and 0.041 eV. For $\ell=18$ the hard-wall bound is 0.046 eV. At $c=0.9$ the longest chain reaches 0.0022 eV. At $c=0.1$ the level is 0.251 eV and the longest run is 6 for both 9000 and 300000 sites. This standstill is an accident of the sample: about $L(1-c)c^\ell$ runs of at least $\ell$ sites are expected in a chain of $L$ sites, which is only 0.008 for $L=9000$ and $\ell=6$. Setting this number to one shows that the longest run typically grows as $\ln L/|\ln c|$, so the descent is slow when A is rare.

**Relation to real Ge–Sn.** The model describes the deep bottom of the valence band, not the gap edges used in devices. Films of interest for devices have Sn fractions of very roughly ten per cent, so $c=0.5$ and $0.1$ are far from typical. The low equilibrium solubility of Sn in Ge, roughly one per cent, also makes an uncorrelated alloy an idealization.

Fixed hopping is an idealization too, because the bond lengths differ. With a Sn bond of 0.28 nm, an A–B bond of the mean length 0.265 nm, and hopping proportional to the inverse square of bond length, A–B and B–B hoppings become 1.51 and 1.36 eV. For the same single arrangements as above, the cell levels rise from 0.136, 0.767 and 1.647 eV to 0.210, 1.155 and 2.310 eV. Other arrangements change the last two values by up to 0.1 to 0.2 eV, but the rise remains. The exact edge stays at zero, because A–A hopping is the largest. If instead all bonds take the mean length, $T$ itself depends on composition, and the pure-A edge rises by 0.16, 0.75 and 1.26 eV at $c=0.9$, 0.5 and 0.1. The independence of composition is then lost.

Coupling to p orbitals vanishes at $k=0$ in pure Ge, because the bond vectors sum to zero. With a p level 8 eV above s and an s–p hopping of 1.8 eV, both rough, it reduces $D$ to 0.049 eV nm$^2$, which lowers the large-ball energies by about 30%. This value uses rough p–p hoppings of 2.8 eV ($\sigma$) and $-0.8$ eV ($\pi$); without them it is 0.047 eV nm$^2$. Both overestimate the curvature in Ge: an empirical-pseudopotential band structure gives $D\approx0.032$ eV nm$^2$, a mass near $1.2\,m_e$, less than half the one-orbital value. The energies above are those of the model and give only the order of magnitude for real Ge–Sn.

## Values computed for the example and the checks

```
hopping 1.7 eV, site difference 2.0 eV (rough)
bond lengths A 0.25, B 0.28 nm (rough)
curvature D = 0.0708 eV nm^2, mass = 0.54 m_e
site density = 4.157e+22 cm^-3
pure-A edge = 0.0000 eV, pure-B edge = 2.0000 eV
Pure A balls with hard walls; energies in eV
R/nm  atoms  lowest  tent  bound  D(pi/R)^2
2.00   1371 0.1616 0.1677 3.489 0.1748
3.00   4655 0.0739 0.0760 1.389 0.0777
4.00  11057 0.0421 0.0432 0.857 0.0437
log10 of expected number of such balls per cm^3
c = 0.9: -40, -190, -483
c = 0.5: -390, -1379, -3306
c = 0.1: -1348, -4632, -11034
c = 0.1 cell: 1.648 eV; with pure ball of radius 2 nm: 0.142 eV
Random cells of 8000 atoms, mean of 3; energies in eV
c  mean-energy edge  coherent edge  cell  spread
0.9 0.200 0.134 0.136 0.000
0.5 1.000 0.754 0.763 0.014
0.1 1.800 1.649 1.640 0.044
First sample: plain, with 1-per-cm^3 ball, with varied hopping
c  ball atoms  plain/eV  planted/eV  varied hopping/eV
0.9 494 0.136 0.117 0.210
0.5 75 0.767 0.566 1.155
0.1 22 1.647 1.206 2.310
varied hopping: A-B 1.513 eV, B-B 1.355 eV
Random chains: c, sites, longest A run, lowest level/eV
0.9 300 24 0.02370
0.9 9000 77 0.00266
0.9 300000 85 0.00219
0.5 300 7 0.19894
0.5 9000 11 0.09485
0.5 300000 18 0.04078
pure 5-site blocks: 1837, expected 1875
0.1 300 2 0.91729
0.1 9000 6 0.25080
0.1 300000 6 0.25080
ordered AB edge at A-B hopping 2.2 eV: -1.057 eV
edge shift if all bonds take the mean, c = 0.9: 0.16 eV
edge shift if all bonds take the mean, c = 0.5: 0.75 eV
edge shift if all bonds take the mean, c = 0.1: 1.26 eV
rough p level 8.0 eV above s; s-p hopping 1.8 eV
rough p-p hoppings: sigma 2.8 eV, pi -0.8 eV
s-p mixing: edge shift 0.0000 eV, D = 0.0489 eV nm^2
thermal energy at 300 K = 0.0259 eV
```
